# Coulomb Sturmians: charge eigenvalues, weighted orthogonality and completeness, part 2

Atomic units are used, with a fixed nucleus and nonrelativistic motion. For fixed $k>0$ and integer $l\ge0$, the radial equation for $\psi=u(r)Y_{l\mu}/r$ at energy $-k^2/2$ has the nuclear charge $\beta$ as eigenvalue:

$$-\tfrac12 u''+\frac{l(l+1)}{2r^2}u+\frac{k^2}{2}u=\beta\,\frac{u}{r},\qquad 0<r<\infty. \tag{1}$$

The scalar products are

$$\langle f,g\rangle_w=\int_0^\infty f^*g\,\frac{dr}{r},$$

$$(f,g)_k=\int_0^\infty\Big[\tfrac12 f'^*g'+\Big(\frac{l(l+1)}{2r^2}+\frac{k^2}{2}\Big)f^*g\Big]dr .$$

The space $\mathcal H_w$ is $L^2(dr/r)$, and $D_l$ is the space of absolutely continuous $f$ with $f(0)=0$ and $(f,f)_k<\infty$. Unmarked norms $\|\cdot\|$ are those of $L^2(dr)$.

Solutions in $\mathcal H_w$ exist only for $\beta=nk$, $n=l+1,l+2,\dots$, and the spectrum in the charge has no continuous part. The solutions are the Sturmians $u_n\equiv u_{nl}$:

$$u_{nl}(r)=N_{nl}\,x^{l+1}e^{-x/2}L^{2l+1}_{n-l-1}(x),\quad x=2kr,\quad N_{nl}^2=\frac kn\frac{(n-l-1)!}{(n+l)!}. \tag{2}$$

With $\alpha=2l+1$, $m=n-l-1$ and suitable smooth $p$,

$$\int_0^\infty x^\alpha e^{-x}L_m^\alpha\,p\,dx=\frac{(-1)^m}{m!}\int_0^\infty x^{m+\alpha}e^{-x}p^{(m)}dx. \tag{7}$$

Part 4 used the Wronskian $u_nu'-u\,u_n'$ to prove orthogonality: $\langle u_n,u_{n'}\rangle_w=(k/n)\delta_{nn'}$. The plain overlap $S_{nn'}=\int_0^\infty u_nu_{n'}dr$ has $S_{nn}=1$, vanishes for $|n-n'|>1$, and

$$S_{n,n+1}=-\frac{n-l}{2\sqrt{n(n+1)}}\sqrt{\frac{n+l+1}{n-l}}=-\frac12\sqrt{\frac{(n-l)(n+l+1)}{n(n+1)}}. \tag{8}$$

**Lemma.** If $f\in\mathcal H_w$ and $\langle u_n,f\rangle_w=0$ for all $n$, then $f=0$ almost everywhere.

In part 6 the partial sums $f_M$ (first $M$ terms) converge, and the lemma makes their limit $f$:

$$f=\sum_nc_nu_n,\qquad c_n=\frac nk\langle u_n,f\rangle_w,\qquad\langle f,f\rangle_w=\sum_n\frac kn|c_n|^2. \tag{10}$$

Still to be proved are two statements of the theorem:

- (a) $(u_n,u_{n'})_k=k^2\delta_{nn'}$.
- (c) In $L^2(dr)$, where the span of the $u_n$ is dense, $\sum|c_n|^2$ is not equivalent to the squared norm, but $\sum c_nu_n$ converges for $f\in D_l$.

A program checks the formulas. Its printed output also includes earlier tests at $k=1.3\ \text{bohr}^{-1}$.

## 9. Completeness in the energy space

**End points.** For $f\in D_l$, $f(r)=\int_0^rf'$ and Cauchy–Schwarz give $|f(r)|^2/r\le\int_0^r|f'|^2\to0$ at the origin. At infinity, $(|f|^2)'=2\,\mathrm{Re}f^*f'$ is integrable, so $|f|^2$ has a limit, and the limit is zero because $f\in L^2(dr)$.

**$D_l$ is a Hilbert space.** For a Cauchy sequence, $f_j'$ converges in $L^2(dr)$ to some $\chi$, so $f_j(r)\to f(r)=\int_0^r\chi$ at each $r$. The sequences $f_j$ and, for $l>0$, $f_j/r$ also converge in $L^2(dr)$, and their limits must agree with the pointwise limits $f$ and $f/r$.

**Sum of squares.** Expand on $[\epsilon,R]$:

$$\Big|f'-\frac{l+1}rf+kf\Big|^2=|f'|^2+\frac{(l+1)^2}{r^2}|f|^2+k^2|f|^2$$
$$\qquad-\frac{l+1}{r}(|f|^2)'+k(|f|^2)'-\frac{2k(l+1)}{r}|f|^2 .$$

Partial integration gives $-\int(|f|^2)'/r\,dr=-\big[|f|^2/r\big]-\int|f|^2/r^2dr$, and $(l+1)^2-(l+1)=l(l+1)$. The boundary terms $[|f|^2/r]$ and $[|f|^2]$ vanish as $\epsilon\to0$, $R\to\infty$. The left side is not negative, so $\int_\epsilon^R|f|^2/r\,dr$ stays bounded, and in the limit

$$\tfrac12\int_0^\infty\Big|f'-\frac{l+1}rf+kf\Big|^2dr=(f,f)_k-(l+1)k\,\langle f,f\rangle_w\ \ge0. \tag{11}$$

Hence $D_l\subset\mathcal H_w$. Equality holds for $f\propto r^{l+1}e^{-kr}$, the lowest Sturmian. The program tests (11) by quadrature for $f=r^{l+1}/(1+r)^{l+3}$ with $l=0$ and $2$.

**The two products agree on Sturmians.** For $f\in D_l$, $\tfrac12\int u_n'f'dr=\tfrac12[u_n'f]-\tfrac12\int u_n''f\,dr$, and the boundary term vanishes because $u_n'$ is bounded and $f\to0$ at both ends. Using (1),

$$(u_n,f)_k=nk\,\langle u_n,f\rangle_w=k^2c_n. \tag{12}$$

For $f=u_{n'}$ this is $(u_n,u_{n'})_k=nk\,(k/n)\delta_{nn'}=k^2\delta_{nn'}$, which finishes (a). If $f\in D_l$ has $(u_n,f)_k=0$ for all $n$, then $f\in\mathcal H_w$ by (11), $\langle u_n,f\rangle_w=0$ by (12), and $f=0$ by the lemma. The expansion argument of part 6 now runs in $D_l$ with the orthonormal set $u_n/k$. The coefficient of $u_n$ is $(u_n,f)_k/k^2=c_n$, the same as in (10), and

$$(f,f)_k=k^2\sum_n|c_n|^2. \tag{13}$$

From the definition, $\int|f|^2dr\le2(f,f)_k/k^2$. Applied to $f-f_M$, this shows that the series also converges in $L^2(dr)$ when $f\in D_l$.

The program tests (10) and (13) at $k=1\ \text{bohr}^{-1}$ for $f=r^{l+1}e^{-r^2}$, $l=0$ and $2$, with 120 terms, to an absolute $10^{-9}$. It also expands the step function equal to 1 on $[1,2]$ bohr, which lies in $\mathcal H_w$ but not in $D_0$. Its squared weighted norm is $0.6931$, and the deficit in (10) is $0.0358$, $0.0185$ and $0.0097$ after 100, 400 and 1600 terms, the last being 1.4% of the squared norm. The deficit roughly halves when $M$ is multiplied by four. That it follows a law $M^{-1/2}$ caused by the jumps is a conjecture here; the test asserts only that it is positive, falls below 0.6 of its value at each step and ends below 0.012.

## 10. The plain norm, and three dimensions

**The plain norm.** For a finite sum, $\int|\sum c_nu_n|^2dr=c^\dagger Sc$. For $l=0$, (8) gives $S_{n,n+1}=-\tfrac12$ for all $n$. On the first $M$ functions try $v_n=\sin n\theta$. Since $\sin(n+1)\theta+\sin(n-1)\theta=2\cos\theta\sin n\theta$, one has $(Sv)_n=(1-\cos\theta)v_n$, provided the missing neighbours $v_0$ and $v_{M+1}$ vanish, which requires $\theta=j\pi/(M+1)$, $j=1,\dots,M$. The eigenvalues lie below 2, and the smallest is

$$\lambda_{\min}=1-\cos\frac{\pi}{M+1}\ \to\ 0 .$$

The overlap matrix computed by quadrature gives $0.190983$ for $M=4$ and $0.017027$ for $M=16$, and the program tests these against the formula. There are thus sums with $\sum|c_n|^2=1$ and arbitrarily small plain norm, so no inequality $\sum|c_n|^2\le\text{const}\cdot\int|f|^2dr$ holds. For $l>0$, (8) tends to $-\tfrac12$ as $n\to\infty$, and the same vector placed on a block of $M$ functions at large $n$ gives the same conclusion. By (13), $\sum|c_n|^2$ measures kinetic energy as well as norm, and kinetic energy is not bounded by the norm. This proves (c).

**Three dimensions.** Let $\Sigma_{nl\mu}=u_{nl}(r)Y_{l\mu}/r$, and take the orthonormality and completeness of the spherical harmonics on the sphere as known. With $d^3r=r^2dr\,d\Omega$,

$$\int\Sigma^*_{nl\mu}\Sigma_{n'l'\mu'}\frac{d^3r}{r}=\frac kn\,\delta_{nn'}\delta_{ll'}\delta_{\mu\mu'} .$$

For $\psi\in L^2(d^3r/r)$ put $f_{l\mu}(r)=r\int Y^*_{l\mu}\psi\,d\Omega$. Parseval's relation on the sphere gives $\int|\psi|^2d^3r/r=\sum_{l\mu}\|f_{l\mu}\|_w^2$, and $\int\Sigma^*_{nl\mu}\psi\,d^3r/r=\langle u_{nl},f_{l\mu}\rangle_w$. If all of these vanish, every $f_{l\mu}$ vanishes by the lemma, and then $\psi=0$. The eigenvalue $nk$ occurs for $l=0,\dots,n-1$, so its multiplicity is $\sum_l(2l+1)=n^2$.

The energy product separates in the same way. For smooth $\psi$ of compact support, $|\nabla\psi|^2=|\partial_r\psi|^2+|\nabla_\Omega\psi|^2/r^2$. Green's identity on the sphere turns the angular part into $\sum l(l+1)|f_{l\mu}|^2/r^2$ after multiplication by $r^2$. The radial part follows from $r^2|(f/r)'|^2=|f'|^2-(|f|^2/r)'$, whose last term integrates to zero because $f=O(r)$. Hence $\int(\tfrac12|\nabla\psi|^2+\tfrac{k^2}2|\psi|^2)d^3r=\sum_{l\mu}(f_{l\mu},f_{l\mu})_k$. The identity extends to the completion of such $\psi$ in this norm, the Sobolev space $H^1(\mathbb R^3)$, with each $f_{l\mu}\in D_l$, and part 9 then gives completeness there.

## 11. Worked example: the He⁺ 1s function

The function to be expanded is the nonrelativistic He⁺ ground state, $f=2a^{3/2}re^{-ar}$ with $a=Z=2\ \text{bohr}^{-1}$ and $\int f^2dr=1$. It is expanded in $l=0$ Sturmians with $k=1\ \text{bohr}^{-1}$ and in the bound $s$ states of hydrogen. Both sets begin with the same function $2re^{-r}$.

**A Laplace integral.** Take $p=e^{-(s-1)x}$ with $s>0$ in (7). Then $(-1)^mp^{(m)}=(s-1)^mp$, and

$$\int_0^\infty x^\alpha e^{-sx}L_m^\alpha dx=\frac{(m+\alpha)!}{m!}\frac{(s-1)^m}{s^{m+\alpha+1}} .$$

For $l=0$: $\alpha=1$, $m=n-1$, $N_{n0}=\sqrt k/n$. Define $G(a)=\int_0^\infty xe^{-x/2}L^1_{n-1}(x)e^{-ar}dr$. The exponent is $x/2+ax/2k=sx$ with $s=(a+k)/2k$ and $s-1=(a-k)/2k$, so

$$G(a)=\frac{n}{2k}\frac{(s-1)^{n-1}}{s^{n+1}}=2kn\,\frac{(a-k)^{n-1}}{(a+k)^{n+1}} .$$

**Sturmian coefficients.** From (10), $c_n=(n/k)(\sqrt k/n)\,2a^{3/2}G(a)$, that is

$$c_n=\frac{4n\,a^{3/2}k^{1/2}}{(a+k)^2}\,\rho^{\,n-1},\qquad\rho=\frac{a-k}{a+k}.$$

(The program calls this ratio q.) For $a=k$ only $c_1=1$ remains, as it must. Since $|\rho|<1$ for all positive $a$ and $k$, the series converges geometrically for any mismatch, and more slowly as $a/k$ tends to 0 or $\infty$. Here $\rho=1/3$ and $c_1=4\cdot2^{3/2}/9=8\sqrt2/9=1.2571$. Then $c_2=\tfrac23c_1=0.8381$, $c_3=\tfrac39c_1=0.4190$, $c_4=\tfrac4{27}c_1=0.1862$ and $c_5=\tfrac5{81}c_1=0.0776$. The program tests 16 coefficients against quadrature. The value $c_1>1$ shows that the $c_n^2$ are not probabilities.

**Parseval sums.** Differentiating the geometric series gives $\sum nt^{n-1}=(1-t)^{-2}$ and $\sum n^2t^{n-1}=(1+t)(1-t)^{-3}$. With $t=\rho^2=1/9$ and $c_1^2=128/81$,

$$\sum\frac kn c_n^2=\frac{128}{81}\Big(\frac98\Big)^2=2,\qquad k^2\sum c_n^2=\frac{128}{81}\cdot\frac{10}{9}\Big(\frac98\Big)^3=\frac52 .$$

Direct integration with $\int r^je^{-2ar}dr=j!/(2a)^{j+1}$ gives $\int f^2/r\,dr=4a^3/(2a)^2=a=2\ \text{bohr}^{-1}$. It also gives $\int f'^2dr=4a^3\big[\frac1{2a}-\frac{2a}{4a^2}+\frac{2a^2}{8a^3}\big]=a^2$, so $(f,f)_k=(a^2+k^2)/2=2.5$ hartree. Sixteen terms reproduce both values to the eight printed decimals.

**Errors in the plain norm.** Relative to $\|f\|=1$, the error of the partial sum is $0.688$, $0.349$, $0.0656$, $1.47\times10^{-3}$ and $2.64\times10^{-5}$ for $M=1,2,4,8,12$. The truncated series is the best approximation in the weighted and energy norms, not in the plain norm. In the plain norm the best multiple of $u_1$ is $b_1u_1$, with $b_1$ the plain overlap of $u_1$ and $f$ and $b_1^2=512/729$ (found below), and it leaves $\sqrt{1-b_1^2}=\sqrt{217/729}=0.546$. That much of the first error comes from the mismatch of the exponents, and the use of $c_1$ in place of $b_1$ raises it to $0.688$. With the plain overlap $b_1=\int u_1f\,dr=16\sqrt2/27$ found below, $\|f-c_1u_1\|^2=1-2c_1b_1+c_1^2=(243-512+384)/243=115/243$, whose root is $0.688$. For general $M$ the squared error is the form $c^\dagger Sc$ on the tail, $\sum_{n>M}c_n(c_n-c_{n+1})$. To leading order in large $M$, $c_{n+1}\approx\rho c_n$, the sum is $c_{M+1}^2(1-\rho)/(1-\rho^2)$, and the error is proportional to $c_{M+1}\propto(M+1)\rho^M$. The predicted ratio between $M=12$ and $M=8$ is $(13/9)/81=0.0178$, and the errors carried to one more digit give $2.638\times10^{-5}/1.473\times10^{-3}=0.0179$.

**Bound hydrogen states.** The $ns$ orbital of hydrogen is $u_{n0}$ at $k=1/n$. These orbitals are orthonormal in $L^2(dr)$, by the Wronskian argument of part 4 with the energy in place of the charge. The overlap is $b_n=N_{n0}\,2a^{3/2}\,(-G'(a))$, because $-\partial_ae^{-ar}=re^{-ar}$. Differentiating,

$$-G'=2kn\frac{(a-k)^{n-2}}{(a+k)^{n+2}}\big[(n+1)(a-k)-(n-1)(a+k)\big],$$

and the bracket equals $2a-2nk$. With $nk=1$ and $N_{n0}=n^{-3/2}$,

$$b_n=8a^{3/2}n^{-3/2}(a-1)\frac{(a-1/n)^{n-2}}{(a+1/n)^{n+2}} .$$

For $n=1$ the factor $a-1$ cancels, $b_1=8\cdot2^{3/2}/27=16\sqrt2/27$ and $b_1^2=512/729=0.702332$. For $n=2$, $b_2^2=64\,(2/5)^8=0.041943$. The next two are $0.011011$ and $0.004457$, and the program tests $b_1,\dots,b_6$ against quadrature. For large $n$, $(1\mp1/na)^{n}\to e^{\mp1/a}$ gives $b_n^2\to64a^{-5}(a-1)^2e^{-4/a}n^{-3}=2e^{-2}n^{-3}$, so the terms beyond the $10^6$ that the program sums add about $e^{-2}\times10^{-12}$ and do not affect the printed digits. The total is $0.766481$. A complete orthonormal set would give 1, so the bound states are incomplete. The best approximation by all of them together leaves the error $\sqrt{1-0.766481}=0.483238$ relative to $\|f\|=1$. Two Sturmians, at $0.349$, are already below this value.

The missing weight is $1-0.766481=0.233519$. As an independent check the program integrates the hydrogen equation at energies $p^2/2$ with $p$ up to $60\ \text{bohr}^{-1}$, normalizes the solutions to $\delta(p-p')$, and finds the continuum weight $0.233519$, with the sum tested to equal 1 within $10^{-6}$. The continuum normalization constant used there is not derived in these notes and no proof above depends on it. The program compares it with a library Coulomb function at one momentum.

**The He⁺ Hamiltonian in the Sturmian basis.** For $l=0$ write $H=-\tfrac12\frac{d^2}{dr^2}-\frac Zr=\big[-\tfrac12\frac{d^2}{dr^2}+\frac{k^2}2\big]-\frac{k^2}2-\frac Zr$. The three pieces are the energy, plain and weighted products, so

$$H_{nn'}=\Big(k^2-\frac{Zk}{n}\Big)\delta_{nn'}-\frac{k^2}{2}S_{nn'},\qquad Hc=ESc .$$

For $M=1$, $E=1-2-\tfrac12=-1.5$ hartree. For $M=2$, $H_{11}=-\tfrac32$, $H_{22}=-\tfrac12$, $H_{12}=+\tfrac14$ and $S_{12}=-\tfrac12$, so

$$\big(-\tfrac32-E\big)\big(-\tfrac12-E\big)-\big(\tfrac14+\tfrac E2\big)^2=\tfrac34E^2+\tfrac74E+\tfrac{11}{16}=0 .$$

The roots of $12E^2+28E+11=0$ are $(-28\pm16)/24$, that is $-11/6=-1.8333$ hartree and $-1/2$ hartree. The second root is the exact $2s$ energy of He⁺, and it is present for every $M\ge2$, because $u_2$ at $k=1$ has $nk=2=Z$ and is the $2s$ orbital itself.

The lowest root $E_0(M)$ is the minimum of the Rayleigh quotient over the span of $M$ functions. It cannot rise with $M$ because the spans are nested. It cannot fall below $E=-Z^2/2$, because (11) with $l=0$ and $k$ replaced by $Z$ reads $\int(\tfrac12|\chi'|^2-Z|\chi|^2/r)dr\ge-\tfrac{Z^2}2\int|\chi|^2dr$ for all $\chi\in D_0$. Convergence follows from (13). Let $\delta=f-f_M$. Since $(H-E)f=0$, the quadratic form of $H-E$ has the same value on $f_M$ as on $\delta$. Dropping the negative term $-Z\langle\delta,\delta\rangle_w$ and using $\|\delta\|^2\le2(\delta,\delta)_k/k^2$ with $|E|-k^2/2=\tfrac32$ and $k=1$,

$$0\le E_0(M)-E\le\frac{(\delta,\delta)_k+\tfrac32\|\delta\|^2}{\|f_M\|^2}\le\frac{4\sum_{n>M}c_n^2}{\|f_M\|^2},$$

an upper bound that decreases as $M^2\rho^{2M}$. The computed values are $-1.991400$ hartree for $M=4$ and $-1.999995$ hartree for $M=8$, above the exact $-2$ hartree by $8.6\times10^{-3}$ and $5.1\times10^{-6}$ hartree. For $M=16$ the difference is tested to be below $10^{-10}$ hartree. The limit is $-54.42$ eV in this model of a fixed nucleus without relativity, and the finite nuclear mass alone would change it by roughly one part in $10^4$.

The matrix problem also has positive roots: none for $M=1,2$, then 1, 4 and 9 for $M=4,8,16$. That positive roots must appear can be derived. The normalized eigenvector of $S$ for $\lambda_{\min}$ has $v_n^2\le2/(M+1)$, since $\sum_n\sin^2(n\pi/(M+1))=(M+1)/2$, and therefore $\sum v_n^2/n\le2(1+\ln M)/(M+1)\to0$. Its Rayleigh quotient is $\big(k^2-Zk\sum v_n^2/n\big)/\lambda_{\min}-k^2/2$, which grows without bound, and the largest root is at least as large. The eigenvectors of the positive roots are square-integrable functions and not scattering states. The theorem removes the continuum from the spectrum in the charge and from the expansion basis, while the Hamiltonian at fixed charge keeps its continuum, which a finite Sturmian basis represents by these discrete roots.

## Computed results

```
checks at k = 1.3 1/bohr
beta/k=1.5: |u(1e-8 bohr)|/max|u| = 3.19e-01
beta/k=2.0: |u(1e-8 bohr)|/max|u| = 4.21e-08
l=0 grid beta/k: 1.000000 2.000000 3.000000 4.000000
l=1 grid beta/k: 2.000000 3.000000 4.000000 5.000000
l=2 grid beta/k: 3.000000 4.000000 5.000000 6.000000
box 50 bohr: beta<10.5k: 10; H levels in (0,0.5) hartree: 11
box 100 bohr: beta<10.5k: 10; H levels in (0,0.5) hartree: 25
box 200 bohr: beta<10.5k: 10; H levels in (0,0.5) hartree: 53
from here k = 1.0 1/bohr
step on [1,2] bohr, norm 0.6931, deficit M=100,400,1600: 0.0358 0.0185 0.0097
smallest overlap eigenvalue M=4: 0.190983
smallest overlap eigenvalue M=16: 0.017027
a = Z = 2.0 1/bohr, q = 0.333333
c_1..c_5: 1.257079 0.838052 0.419026 0.186234 0.077597
16 terms: sum (k/n)c^2 = 2.00000000 1/bohr, k^2 sum c^2 = 2.50000000 hartree
L2 error M=1,2,4,8,12: 6.88e-01 3.49e-01 6.56e-02 1.47e-03 2.64e-05
b_n^2, n=1..4: 0.702332 0.041943 0.011011 0.004457
H bound weight 0.766481, continuum weight 0.233519, sum 1.000000
best L2 error with all bound H s states: 0.483238
He+ M= 1: E0 = -1.5000000000 hartree, positive levels: 0
He+ M= 2: E0 = -1.8333333333 hartree, positive levels: 0
He+ M= 4: E0 = -1.9913995456 hartree, positive levels: 1
He+ M= 8: E0 = -1.9999949084 hartree, positive levels: 4
He+ M=16: E0 = -2.0000000000 hartree, positive levels: 9
He+ E0 = -54.4228 eV
```
